# Chemical potential at fixed density through the last Landau levels: test program

```python
"""Chemical potential of a 3D electron gas at fixed density in a magnetic field.

Result under test (parabolic band, T = 0, spin degeneracy 2, no Zeeman term):
  level N empties at F/B_N = [(3/2) sum_{j=1..N} sqrt(j)]^(2/3), not N + 1/2;
  for B > B_1:  mu - hbar*omega_c/2 = (4/9) E_F (F/B)^2.
Symbols: E_F, k_F = zero-field Fermi energy and wave number;
  F = hbar k_F^2/(2e); b = B/F = hbar*omega_c/E_F; nu = mu/E_F;
  s = spin splitting divided by hbar*omega_c.
Scaled units: energies in E_F, wave numbers in k_F.
"""
import numpy as np
from mpmath import zeta
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit


def inverse_onset(N):
    """F/B at which level N empties, from the closed formula."""
    return (1.5 * np.sum(np.sqrt(np.arange(1, N + 1)))) ** (2 / 3)


def nu_root(b):
    """Chemical potential from the scaled density equation."""
    upper = b / 2 + 0.5 / b**2
    bottoms = b * (np.arange(int(upper / b) + 2) + 0.5)

    def excess(nu):
        return 1.5 * b * np.sum(np.sqrt(np.maximum(nu - bottoms, 0))) - 1
    return brentq(excess, b / 2, upper, xtol=1e-15, rtol=1e-14)


def nu_filling(b, s=0.0, length=2.0e5):
    """Chemical potential by filling discrete k_z states one by one.

    One flux quantum has area 2*pi*l^2 with l^2 = 2/b; density = 1/(3 pi^2).
    """
    electrons = length * (2 * np.pi * 2 / b) / (3 * np.pi**2)
    jmax = int(1.3 * length / (2 * np.pi))
    kinetic = (2 * np.pi * np.arange(-jmax, jmax + 1) / length) ** 2
    states = np.concatenate([b * (N + 0.5 + sign * s / 2) + kinetic
                             for N in range(int(1.4 / b) + 2)
                             for sign in (-1, 1)])
    index = int(round(electrons)) - 1
    return np.partition(states, index)[index]


def thermal_ratio(r):
    """One level at fixed density: mu_kin(T)/kappa for r = k_B T/kappa."""
    def excess(u):
        top = np.sqrt(u + 40 * r)
        value = quad(lambda q: expit((u - q * q) / r), 0, top,
                     points=[np.sqrt(u)], epsabs=1e-12, epsrel=1e-12,
                     limit=200)[0]
        return value - 1
    return brentq(excess, 0.5, 1.5, xtol=1e-13)


# Landau levels and their degeneracy from a lattice torus, H = p^2
size = 32
flux = 1 / size                      # flux quanta per cell; total = size
H = np.zeros((size * size, size * size), complex)
for x in range(size):
    for y in range(size):
        here = x * size + y
        right = ((x + 1) % size) * size + y
        up = x * size + (y + 1) % size
        H[here, here] = 4
        H[right, here] -= 1
        H[here, right] -= 1
        phase = np.exp(2j * np.pi * flux * x)
        H[up, here] -= phase
        H[here, up] -= np.conj(phase)
spectrum = np.linalg.eigvalsh(H)
cyclotron = 4 * np.pi * flux
for N in (0, 1):
    group = spectrum[N * size:(N + 1) * size]
    assert np.ptp(group) < 0.01 * cyclotron
    # finite lattice spacing lowers the levels by a few per cent
    assert abs(group.mean() / (cyclotron * (N + 0.5)) - 1) < 0.05
    assert spectrum[(N + 1) * size] - group[-1] > 0.8 * cyclotron

# Density equation against explicit filling (limited by k_z spacing)
for b in (0.2, 0.35, 0.6, 0.9, 2.0):
    assert abs(nu_root(b) - nu_filling(b)) < 2e-4

# Onset fields: level N occupied just below B_N, empty just above
for N in range(1, 6):
    bN = 1 / inverse_onset(N)
    assert nu_filling(0.998 * bN) > 0.998 * bN * (N + 0.5)
    assert nu_filling(1.002 * bN) < 1.002 * bN * (N + 0.5)

# Large-N expansion of onset, spacing and peak height
z = float(zeta(-0.5))
N = 1000
onset = inverse_onset(N)
rest = onset - (N + 0.5 + z / np.sqrt(N) - 1 / (48 * N))
assert abs(rest * N**1.5 / (-z / 4) - 1) < 0.05
gap_excess = inverse_onset(N + 1) - onset - 1
assert abs(gap_excess / (-z / 2 * (N + 0.5) ** -1.5) - 1) < 0.02
assert abs(((N + 0.5) / onset - 1) / (-z * N**-1.5) - 1) < 0.02

# Cusp slopes by one-sided differences; high-field slope negative
def high_field_slope(N):
    j = np.arange(1, N + 1)
    return N + 0.5 - 3 * np.sum(np.sqrt(j)) / np.sum(1 / np.sqrt(j))

step = 1e-5
for N in (1, 2, 3):
    bN = 1 / inverse_onset(N)
    peak = (N + 0.5) * bN
    assert abs((peak - nu_root(bN - step)) / step - (N + 0.5)) < 1e-2
    assert abs((nu_root(bN + step) - peak) / step
               - high_field_slope(N)) < 1e-2
assert all(high_field_slope(N) < 0 for N in range(1, 1001))

# Quantum limit: inverse-square law from explicit filling
b_last = 1 / inverse_onset(1)
fields = np.array([0.8, 1.5, 3.0, 8.0])
kin = np.array([nu_filling(b) - b / 2 for b in fields])
assert np.all(abs(kin * fields**2 / (4 / 9) - 1) < 2e-3)
exponent = np.polyfit(np.log(fields), np.log(kin), 1)[0]
assert abs(exponent + 2) < 2e-3
below = 0.6
assert (nu_filling(below) - below / 2) * below**2 < 0.95 * 4 / 9
b_min = (16 / 9) ** (1 / 3)
found = minimize_scalar(nu_root, bounds=(b_last, 3), method="bounded",
                        options={"xatol": 1e-9})
assert abs(found.x - b_min) < 1e-5 and abs(found.fun - 0.75 * b_min) < 1e-9

# Spin splitting: one branch only above b^3 = 16/(9 s)
for s in (0.5, 1.0):
    b_pol = (16 / (9 * s)) ** (1 / 3)
    for factor in (1.01, 2.0):
        b = factor * b_pol
        value = nu_filling(b, s) - b * (1 - s) / 2
        assert abs(value * b * b / (16 / 9) - 1) < 2e-3
    b = 0.9 * b_pol
    assert (nu_filling(b, s) - b * (1 - s) / 2) * b * b < 0.98 * 16 / 9

# Thermal correction in the quantum limit; its error scales as r^2
errors = [(thermal_ratio(r) - 1) / (np.pi**2 / 12 * r * r) - 1
          for r in (0.05, 0.025)]
assert abs(errors[0]) < 0.015 and 3 < errors[0] / errors[1] < 5

# Worked example
mass_ratio, density = 0.05, 1e23
mass = mass_ratio * const.m_e
meV = 1e-3 * const.e
kF = (3 * np.pi**2 * density) ** (1 / 3)
EF = (const.hbar * kF) ** 2 / (2 * mass) / meV
F = const.hbar * kF**2 / (2 * const.e)
print(f"mass = {mass_ratio} m_e, density = {density:.1e} m^-3")
print(f"k_F = {kF:.4e} m^-1")
print(f"E_F = {EF:.3f} meV")
print(f"F = {F:.4f} T")
print(f"hbar*omega_c per tesla = {EF / F:.4f} meV/T")
print(f"zeta(-1/2) = {z:.6f}")
print("Onsets; departure = N+1/2-F/B_N; gap = F/B_(N+1)-F/B_N")
print("N  B_N(T)  fixed-mu B(T)  F/B_N  departure  gap  mu/E_F")
for N in range(1, 6):
    q = inverse_onset(N)
    print(f"{N}  {F / q:.4f}  {F / (N + 0.5):.4f}  {q:.4f}  "
          f"{N + 0.5 - q:.4f}  {inverse_onset(N + 1) - q:.4f}  "
          f"{(N + 0.5) / q:.4f}")
series = 1.5 + z - 1 / 48 - z / 4
print(f"F/B_1 from large-N series through N^-3/2 = {series:.4f}")
print(f"B_1 / fixed-mu value = {1.5 / inverse_onset(1):.4f}")
print(f"peak mu at B_1 = {1.5 * b_last * EF:.3f} meV")
print("Cusp slopes d(mu/E_F)/d(B/F): N, low side, high side")
for N in (1, 2, 3):
    print(f"{N}  {N + 0.5:.1f}  {high_field_slope(N):.4f}")
print("Minima of mu between B_(N+1) and B_N: N, B (T), mu/E_F")
for N in (1, 2, 3):
    low, high = 1 / inverse_onset(N + 1), 1 / inverse_onset(N)
    m = minimize_scalar(nu_root, bounds=(low, high), method="bounded",
                        options={"xatol": 1e-9})
    print(f"{N}  {m.x * F:.4f}  {m.fun:.4f}")
print(f"quantum-limit minimum: B = {b_min * F:.4f} T, "
      f"mu/E_F = {0.75 * b_min:.4f}")
print(f"minimum mu = {0.75 * b_min * EF:.3f} meV")

q1, q2 = inverse_onset(1), inverse_onset(2)
slope = 1 / (q2 - q1)
print("Line through onsets N = 1, 2:")
print(f"apparent frequency = {slope * F:.4f} T, ratio to F = {slope:.4f}")
print(f"apparent density / true density = {slope**1.5:.4f}")
print(f"intercept N at 1/B = 0: {1 - slope * q1:.4f} (fixed mu: -0.5)")

print("Quantum limit: B (T), hbar*omega_c/2, mu-hbar*omega_c/2, mu (meV)")
for B in (6.0, 10.0, 20.0, 40.0):
    b = B / F
    nu = nu_root(b)
    print(f"{B:.0f}  {b / 2 * EF:.3f}  {(nu - b / 2) * EF:.4f}  "
          f"{nu * EF:.3f}")
print(f"log-log exponent from state filling = {exponent:.4f}")

T, B = 1.0, 20.0
kT = const.k * T / meV
kappa = 4 / 9 * (F / B) ** 2 * EF
r = kT / kappa
print(f"T = {T:.0f} K: k_B T = {kT:.5f} meV, "
      f"k_B T/kappa at {B:.0f} T = {r:.4f}")
print(f"thermal ratio, quadrature = {thermal_ratio(r):.5f}")
print(f"thermal ratio, Sommerfeld = {1 + np.pi**2 / 12 * r * r:.5f}")
print(f"field where kappa = k_B T: {2 / 3 * F * np.sqrt(EF / kT):.2f} T")
print(f"s = 1: one spin branch above B = {b_min * F:.4f} T")
print(f"s = 1: mu at 20 T = {16 / 9 * (F / 20) ** 2 * EF:.4f} meV")
print("OK")
```

Running it gives:

```
mass = 0.05 m_e, density = 1.0e+23 m^-3
k_F = 1.4360e+08 m^-1
E_F = 15.712 meV
F = 6.7860 T
hbar*omega_c per tesla = 2.3154 meV/T
zeta(-1/2) = -0.207886
Onsets; departure = N+1/2-F/B_N; gap = F/B_(N+1)-F/B_N
N  B_N(T)  fixed-mu B(T)  F/B_N  departure  gap  mu/E_F
1  5.1787  4.5240  1.3104  0.1896  1.0478  1.1447
2  2.8777  2.7144  2.3582  0.1418  1.0238  1.0601
3  2.0066  1.9389  3.3819  0.1181  1.0148  1.0349
4  1.5434  1.5080  4.3968  0.1032  1.0104  1.0235
5  1.2550  1.2338  5.4072  0.0928  1.0078  1.0172
F/B_1 from large-N series through N^-3/2 = 1.3233
B_1 / fixed-mu value = 1.1447
peak mu at B_1 = 17.986 meV
Cusp slopes d(mu/E_F)/d(B/F): N, low side, high side
1  1.5  -1.5000
2  2.5  -1.7426
3  3.5  -1.9450
Minima of mu between B_(N+1) and B_N: N, B (T), mu/E_F
1  3.7045  0.9687
2  2.3968  0.9830
3  1.7718  0.9890
quantum-limit minimum: B = 8.2207 T, mu/E_F = 0.9086
minimum mu = 14.275 meV
Line through onsets N = 1, 2:
apparent frequency = 6.4764 T, ratio to F = 0.9544
apparent density / true density = 0.9323
intercept N at 1/B = 0: -0.2506 (fixed mu: -0.5)
Quantum limit: B (T), hbar*omega_c/2, mu-hbar*omega_c/2, mu (meV)
6  6.946  8.9327  15.879
10  11.577  3.2158  14.793
20  23.154  0.8039  23.957
40  46.307  0.2010  46.508
log-log exponent from state filling = -2.0002
T = 1 K: k_B T = 0.08617 meV, k_B T/kappa at 20 T = 0.1072
thermal ratio, quadrature = 1.00992
thermal ratio, Sommerfeld = 1.00945
field where kappa = k_B T: 61.09 T
s = 1: one spin branch above B = 8.2207 T
s = 1: mu at 20 T = 3.2158 meV
OK
```
